# Marcus's rate as the high-temperature limit of multiphonon trap transitions

Suppose that an electron moves from one trap to another and releases 200 meV. If the level difference is taken for the activation energy, this downhill jump should need no heat. Yet if the lattice has a reorganization energy of 1000 meV and its vibrations are slow enough to be nearly classical, the rate near room temperature rises with temperature steeply: in the model worked out below there is a barrier of 160 meV, and the Arrhenius slope at 300 K corresponds to about 140 meV. A charge-retention time extrapolated from the level difference alone would therefore have the wrong temperature dependence. The golden rule contains the right one, but hides it in a sum over vibrational overlaps. When the vibrations become classical, that sum reduces to a Gaussian in the released energy, divided by the square root of the temperature.

Let the electron be in state $i$ or $f$, both coupled linearly to one harmonic mode of quantum $\hbar\omega$. With a dimensionless coordinate $q$, the potential energies are

$$U_i=\tfrac12\hbar\omega q^2,\qquad U_f=\tfrac12\hbar\omega(q-q_0)^2-\varepsilon .$$

The frequency is the same in both states, so $\varepsilon$ is also the energy released between the two vibrational ground levels. It is positive for a downhill jump. Just after a vertical jump at $q=0$, the mode lies above the minimum of $U_f$ by the reorganization energy

$$\lambda=\tfrac12\hbar\omega q_0^2=S\hbar\omega,\qquad S=\tfrac12q_0^2 ,$$

where $S$ is the Huang–Rhys factor. The electronic coupling $V$ is taken to be independent of $q$ (the Condon approximation) and weak enough for the golden rule. The mode is in thermal equilibrium before the jump, with level probabilities $P_m=(1-r)r^m$, where $r=e^{-\hbar\omega/kT}$.

If $|m\rangle$ and $|n_f\rangle$ are the vibrational levels in the two states, the golden rule reads

$$\frac{2\pi}{\hbar}|V|^2\sum_{m,n}P_m|\langle n_f|m\rangle|^2\,\delta\big(\varepsilon+(m-n)\hbar\omega\big).$$

Only the difference $n-m=p$ enters the energy condition, so we collect the terms with equal $p$:

$$F_p=\sum_mP_m|\langle (m+p)_f|m\rangle|^2 .$$

As a function of $\varepsilon$ the rate is then a comb of delta functions at $\varepsilon=p\hbar\omega$ with weights $F_p$. A single undamped mode has no smooth rate. In a solid, other modes broaden the lines; we represent this by averaging over an interval of width $\hbar\omega$ centred on one line. This stands for a broadening that merges neighbouring lines; if they stay resolved, the rate is larger on a line and smaller between lines. The delta function integrates to 1, and division by the width gives

$$W=\frac{2\pi}{\hbar}|V|^2\,\frac{F_p}{\hbar\omega},\qquad \varepsilon=p\hbar\omega. \tag{1}$$

To sum the overlaps, let $a=(q+d/dq)/\sqrt2$ and $N=a^\dagger a$. The final oscillator is the initial one shifted by $q_0$, so $|n_f\rangle=D(\alpha)|n\rangle$ with $\alpha=q_0/\sqrt2=\sqrt S$ and $D(\beta)=e^{\beta a^\dagger-\beta^*a}$. Define the generating function

$$G(\theta)=\sum_pF_pe^{-ip\theta}
=\big\langle e^{iN\theta}D(\alpha)e^{-iN\theta}D(-\alpha)\big\rangle ,$$

where the brackets denote the thermal mean. The second form follows from $e^{-ip\theta}=e^{im\theta}e^{-in\theta}$ and $\sum_n|n_f\rangle e^{-in\theta}\langle n_f|=D(\alpha)e^{-iN\theta}D(-\alpha)$. Since $e^{iN\theta}a^\dagger e^{-iN\theta}=e^{i\theta}a^\dagger$, the first three factors equal $D(\alpha e^{i\theta})$.

We need the product of two displacement operators. Let $A$ and $B$ have a commutator that is a number, and let $f(s)=e^{sA}e^{sB}$. Then

$$f'(s)=\big(A+e^{sA}Be^{-sA}\big)f=\big(A+B+s[A,B]\big)f ,$$

and integration from $s=0$ to 1 gives $e^Ae^B=e^{A+B}e^{[A,B]/2}$. For $D(\beta)D(\gamma)$ the commutator is $\beta\gamma^*-\beta^*\gamma$. With $\beta=\alpha e^{i\theta}$ and $\gamma=-\alpha$, half of it is $-iS\sin\theta$, so

$$G(\theta)=e^{-iS\sin\theta}\big\langle D\big(\alpha(e^{i\theta}-1)\big)\big\rangle .$$

The same rule gives $D(\beta)=e^{-|\beta|^2/2}e^{\beta a^\dagger}e^{-\beta^*a}$. In the thermal mean, only terms with equal powers of $a^\dagger$ and $a$ survive. Differentiating the geometric series $k$ times gives

$$\langle a^{\dagger k}a^k\rangle=(1-r)\sum_m r^m\frac{m!}{(m-k)!}=k!\,\bar n^k,\qquad \bar n=\frac r{1-r}.$$

Therefore

$$\langle D(\beta)\rangle=e^{-|\beta|^2/2}\sum_k\frac{(-|\beta|^2)^k}{(k!)^2}\,k!\,\bar n^k=e^{-|\beta|^2(\bar n+1/2)} .$$

Here $|\beta|^2=S|e^{i\theta}-1|^2=2S(1-\cos\theta)$. With

$$x=\frac{\hbar\omega}{2kT},\qquad 2\bar n+1=\frac{1+r}{1-r}=\coth x,$$

we obtain

$$G(\theta)=\exp\{-S[\coth x\,(1-\cos\theta)+i\sin\theta]\}. \tag{2}$$

The weight $F_p$ is a Fourier coefficient of $G$:

$$F_p=\int_{-\pi}^{\pi}\frac{d\theta}{2\pi}\,e^{ip\theta}G(\theta).$$

The oscillating term $i\sin\theta$ can be absorbed by a complex shift, because

$$\coth x\cos\theta-i\sin\theta=\frac{\cos(\theta+ix)}{\sinh x}.$$

Put $\phi=\theta+ix$. Then $e^{ip\theta}=e^{px}e^{ip\phi}$, and the path runs parallel to the real axis at height $x$. The integrand has no singularities and, for integer $p$, has period $2\pi$. The two vertical sides of the contour therefore cancel, and the path may be moved to the real axis:

$$F_p=e^{px-S\coth x}\int_{-\pi}^{\pi}\frac{d\phi}{2\pi}\,e^{ip\phi+z\cos\phi},\qquad z=\frac S{\sinh x}. \tag{3}$$

The integral is the modified Bessel function $I_p(z)$. It does not change under $p\to-p$, so $F_{-p}=e^{-2px}F_p$. Since $2px=\varepsilon/kT$, uphill and downhill rates obey detailed balance before any limit is taken.

The limit needs a precise meaning. If $T\to\infty$ at fixed $\lambda$ and $\varepsilon$, every factor of the form $e^{-\text{energy}/kT}$ tends to 1 and the Gaussian loses its content. The useful limit is $\hbar\omega/kT\to0$ with $\lambda/kT$ and $\varepsilon/kT$ held fixed: the vibration becomes classical while the barrier stays comparable with $kT$. Then $S$ and $p$ grow as $1/x$, and $z$ grows as $1/x^2$.

Take the factor $e^z$ out of the integral. Since

$$\coth x-\frac1{\sinh x}=\frac{\cosh x-1}{\sinh x}=\tanh\frac x2 ,$$

equation (3) becomes

$$F_p=e^{px-S\tanh(x/2)}\int_{-\pi}^{\pi}\frac{d\phi}{2\pi}\,e^{ip\phi-z(1-\cos\phi)}. \tag{4}$$

On this interval $1-\cos\phi\ge2\phi^2/\pi^2$, so for large $z$ only $|\phi|$ of order $z^{-1/2}$, hence of order $x$, contributes. There $p\phi$ is of order 1 and must be kept, whereas $1-\cos\phi$ may be replaced by $\phi^2/2$. The limits may then be extended to infinity:

$$\int_{-\infty}^{\infty}\frac{d\phi}{2\pi}\,e^{ip\phi-z\phi^2/2}=\frac{e^{-p^2/2z}}{\sqrt{2\pi z}} .$$

For small $x$, $\tanh(x/2)\to x/2$ and $\sinh x\to x$, so that

$$px=\frac{\varepsilon}{2kT},\quad S\tanh\frac x2\to\frac{\lambda}{4kT},\quad z\to\frac{2\lambda kT}{(\hbar\omega)^2},\quad \frac{p^2}{2z}\to\frac{\varepsilon^2}{4\lambda kT}.$$

The exponents combine into a square:

$$\frac{\varepsilon}{2kT}-\frac{\lambda}{4kT}-\frac{\varepsilon^2}{4\lambda kT}=-\frac{(\lambda-\varepsilon)^2}{4\lambda kT}.$$

In the prefactor, $1/(\hbar\omega\sqrt{2\pi z})\to1/\sqrt{4\pi\lambda kT}$, and the phonon quantum cancels. Equation (1) becomes Marcus's rate,

$$W_M=\frac{2\pi}{\hbar}\frac{|V|^2}{\sqrt{4\pi\lambda kT}}\exp\left[-\frac{(\lambda-\varepsilon)^2}{4\lambda kT}\right]. \tag{5}$$

A classical argument shows what the Gaussian measures. The energy gap $U_i-U_f=\hbar\omega q_0q-\lambda+\varepsilon$ is linear in $q$. Classically $q$ has a Gaussian distribution with mean zero and variance $kT/\hbar\omega$. The gap then has mean $\varepsilon-\lambda$ and variance $(\hbar\omega q_0)^2kT/\hbar\omega=2\lambda kT$. Its probability density at zero, multiplied by $2\pi|V|^2/\hbar$, is equation (5). The factor $T^{-1/2}$ thus comes from the spread of the gap: a hotter lattice spends a smaller fraction of its time near any one value close to the mean. The gap vanishes at $q=(\lambda-\varepsilon)/(\hbar\omega q_0)$, where the initial potential energy is

$$E_b=\frac{(\lambda-\varepsilon)^2}{4\lambda}.$$

For $\varepsilon<\lambda$, releasing more energy lowers this barrier. At $\varepsilon=\lambda$ it vanishes, and beyond that the rate falls again, which is the inverted region. With $V$, $\lambda$ and $\varepsilon$ independent of temperature,

$$\frac{d\ln W_M}{d\ln T}=\frac{E_b}{kT}-\frac12,\qquad -\frac{d\ln W_M}{d(1/kT)}=E_b-\frac{kT}2 .$$

The whole rate follows $T^{-1/2}$ exactly only at $\varepsilon=\lambda$, and otherwise approaches it only when $kT\gg E_b$. Elsewhere the prefactor lowers the apparent activation energy by $kT/2$.

How small $\hbar\omega/kT$ must be follows from the next terms in $x$. In equation (4),

$$-S\tanh\frac x2=-\frac{Sx}2+\frac{Sx^3}{24}+\dots,\qquad \frac1z=\frac xS\Big(1+\frac{x^2}6+\dots\Big).$$

The second expansion adds $-p^2x^3/12S$ to the exponent $-p^2/2z$, and $x^2/12$ to the logarithm of $z^{-1/2}$. The cosine also supplies a term $z\phi^4/24$, which we average with the normalized weight $e^{ip\phi-z\phi^2/2}$. Completing the square gives $\phi=ip/z+u$ with $\langle u^2\rangle=1/z$ and $\langle u^4\rangle=3/z^2$, so

$$\frac z{24}\langle\phi^4\rangle=\frac{p^4}{24z^3}-\frac{p^2}{4z^2}+\frac1{8z}
\to\frac{p^4x^3}{24S^3}-\frac{p^2x^2}{4S^2}+\frac x{8S}.$$

The three terms in $x^3$ form $(Sx^3/24)(1-p^2/S^2)^2$. Because $p/S=\varepsilon/\lambda$, the leading value of $\ln(W/W_M)$ is

$$\delta=(\hbar\omega)^2\left[\frac{\lambda(1-\varepsilon^2/\lambda^2)^2}{192(kT)^3}+\frac1{48(kT)^2}-\frac{\varepsilon^2}{16\lambda^2(kT)^2}+\frac1{16\lambda kT}\right]. \tag{6}$$

The neglected terms are of order $x^4$ in the stated limit. The first term contains the large ratio $\lambda/kT$, so $kT>\hbar\omega$ is not enough for accuracy when $\lambda$ is large: $\lambda(\hbar\omega)^2(1-\varepsilon^2/\lambda^2)^2/192(kT)^3$ must also be small. The factor $(1-\varepsilon^2/\lambda^2)^2$ suppresses this term near $\varepsilon=\lambda$, but exceeds 1 for $\varepsilon>\sqrt2\,\lambda$, deep in the inverted region.

In the opposite limit, $x\to\infty$ at fixed $S$ and $p\ge0$, we have $z\to2Se^{-x}\to0$. Expanding $e^{z\cos\phi}$ in equation (3), the first power that contains $e^{-ip\phi}$ is the $p$th, and it gives $(z/2)^p/p!$. The factors $e^{px}$ and $e^{-px}$ cancel, leaving

$$F_p\to e^{-S}\frac{S^p}{p!}.$$

The smoothed quantum rate for a downhill jump therefore becomes constant on cooling: the lattice tunnels from its ground level. This describes a real rate only if the lines remain merged at low temperature. Marcus's rate instead vanishes whenever $E_b>0$.

For a numerical model, take $\hbar\omega=20$ meV, $\lambda=1000$ meV, $\varepsilon=200$ meV and $V=1$ meV. Then $S=50$, $p=10$ and $E_b=800^2/4000=160$ meV. At 300 K, $kT=25.852$ meV, $x=0.3868$ and $z=126.09$. Evaluating the Bessel function numerically gives $F_p=8.126\times10^{-5}$. Since $2\pi V^2/\hbar=9.546\times10^{12}$ meV/s,

$$W=\frac{9.546\times10^{12}}{20}\times8.126\times10^{-5}\ \mathrm{s^{-1}}=3.88\times10^7\ \mathrm{s^{-1}} .$$

Marcus's prefactor is $1.675\times10^{10}\ \mathrm{s^{-1}}$ and his exponential is $2.052\times10^{-3}$, so $W_M=3.44\times10^7\ \mathrm{s^{-1}}$. The quantum rate is 13% larger than Marcus's, although $kT$ exceeds $\hbar\omega$. The four terms of equation (6) are 0.1111, 0.0125, $-0.0015$ and 0.0010. Their sum, 0.123, gives a ratio of 1.131, against 1.129 from the two rates. The same calculation at other temperatures gives:

| $T$ (K) | $W$ (s⁻¹) | $W_M$ (s⁻¹) | $W/W_M$ | $e^\delta$ |
|---|---|---|---|---|
| 100 | 3.70×10³ | 2.51×10² | 14.8 | 22.2 |
| 150 | 2.40×10⁵ | 9.97×10⁴ | 2.40 | 2.55 |
| 300 | 3.88×10⁷ | 3.44×10⁷ | 1.129 | 1.131 |
| 600 | 5.46×10⁸ | 5.36×10⁸ | 1.017 | 1.017 |
| 1200 | 1.787×10⁹ | 1.782×10⁹ | 1.003 | 1.003 |

At 100 K Marcus's rate is too small by a factor of about 15. There $\delta$ is no longer small, and equation (6) gives the direction of the error but not its size.

A slope taken from an Arrhenius plot is affected as well. At 300 K Marcus's apparent activation energy is $160-12.9=147$ meV, while numerical differentiation of the quantum rate gives 138 meV. To leading order the difference is the slope of $\delta$: its first term varies as $(kT)^{-3}$ and alone lowers the activation energy by $3\times0.1111\times25.85=8.6$ meV. At 1200 K the two values are 108.3 and 107.6 meV.

The energy dependence at 300 K shows the Gaussian and its limits. For $\varepsilon=600$ and 1400 meV, equally far from $\lambda$, Marcus's rate is $3.56\times10^9\ \mathrm{s^{-1}}$ in both cases. The quantum rates are $3.738\times10^9$ and $3.735\times10^9\ \mathrm{s^{-1}}$. Their closeness belongs to these parameters, since $\delta$ is not symmetric about $\varepsilon=\lambda$. At the maximum, $\varepsilon=1000$ meV, the quantum rate is $1.636\times10^{10}\ \mathrm{s^{-1}}$, 2.3% below Marcus's $1.675\times10^{10}\ \mathrm{s^{-1}}$. The sign changes because the first term of $\delta$ vanishes there and the next two add up to $-x^2/6$. This is a broadening. By equation (2), the energy given to the lattice has variance $\lambda\hbar\omega\coth x\approx2\lambda kT(1+x^2/3)$, and a wider peak of the same area is lower. At $\varepsilon=\lambda$ the local exponent $d\ln W/d\ln T$ is $-0.454$ at 300 K and $-0.497$ at 1200 K, approaching $-1/2$.

With several independent modes, the overlaps multiply and the energies add. Writing the energy delta function as a time integral gives

$$W=\frac{|V|^2}{\hbar^2}\int_{-\infty}^{\infty}dt\,e^{i\varepsilon t/\hbar}\prod_kG_k(\omega_kt).$$

At high temperature and short times, $\coth x_k\to2kT/\hbar\omega_k$, and equation (2) gives

$$\sum_k\ln G_k\to-\frac{i\lambda t}{\hbar}-\frac{\lambda kT\,t^2}{\hbar^2},\qquad \lambda=\sum_kS_k\hbar\omega_k .$$

The Gaussian integral equals $\hbar\sqrt{\pi/\lambda kT}\,e^{-(\lambda-\varepsilon)^2/4\lambda kT}$, and equation (5) returns with the total $\lambda$. This keeps only the first decay of the product of the $G_k$. For a finite set of undamped modes the product later returns arbitrarily close to 1, even if the frequencies are incommensurate, and the spectrum consists of sharp lines, which must be averaged as in the one-mode case. A continuum of modes or damping is needed to keep the product negligible at later times.

Equation (5) therefore describes a weakly coupled pair of states with a harmonic, thermalized, nearly classical lattice. It does not cover a coupling that varies with $q$, a frequency that changes with the charge state, or jumps faster than the lattice can return to equilibrium. Every mode that carries an appreciable part of $\lambda$ must be nearly classical; stiff modes with $\hbar\omega$ above $kT$ must be kept in the quantum form (2), and the 20 meV mode of the example is a soft one.
